# Lattice Expansion of Aluminium Caused by Fermi-Dirac Smearing: a program that tests the result

```python
"""
Result under test: Fermi-Dirac smearing of width sigma = k_B*T adds the pressure
    P_s = (pi^2/6) * n * sigma^2 / EF        (leading order in sigma/EF)
to a free-electron gas of density n and Fermi energy EF, at fixed electron
number N and fixed sigma. A cubic crystal of bulk modulus B and lattice constant
a0 then expands by da = a0*P_s/(3*B).
Symbols: V volume, E internal energy, S dimensionless entropy, F = E - sigma*S,
D density of states at EF (both spins), nu electrons per cubic cell.
Internal units are Hartree atomic units; printed units are given on each line.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_J = const.physical_constants["Hartree energy"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
EV = const.e / HARTREE_J                      # one eV in hartree
ANG = 1e-10 / BOHR_M                          # one angstrom in bohr
GPA = 1e9 * BOHR_M**3 / HARTREE_J             # one GPa in hartree/bohr^3
NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)


def fermi_energy(n):
    return 0.5 * (3 * np.pi**2 * n) ** (2 / 3)


def cold_energy(N, V):
    return 0.6 * N * fermi_energy(N / V)


def densities(mu, sigma):
    """Electron, energy and entropy density by quadrature over k."""
    edges = mu + sigma * np.linspace(-40, 40, 41)
    k_edges = np.concatenate(([0.0], np.sqrt(2 * np.maximum(edges, 0))))
    half = 0.5 * np.diff(k_edges)[:, None]
    mid = 0.5 * (k_edges[1:] + k_edges[:-1])[:, None]
    k = mid + half * NODES
    weight = half * WEIGHTS * k**2 / np.pi**2
    x = (0.5 * k**2 - mu) / sigma
    f = expit(-x)
    s = f * np.logaddexp(0, x) + expit(x) * np.logaddexp(0, -x)
    return (np.sum(weight * f), np.sum(weight * f * 0.5 * k**2),
            np.sum(weight * s))


def smeared_gas(N, V, sigma):
    """E, S and F of N electrons in V, with mu solved for."""
    ef = fermi_energy(N / V)
    mu = brentq(lambda m: densities(m, sigma)[0] * V / N - 1,
                0.9 * ef, 1.1 * ef, xtol=1e-15, rtol=1e-14)
    _, e, s = densities(mu, sigma)
    return e * V, s * V, (e - sigma * s) * V


def pressure_formula(n, sigma):
    return np.pi**2 / 6 * n * sigma**2 / fermi_energy(n)


def pressure_quadrature(N, V, sigma):
    """Smearing pressure from the quadrature energy, P = 2E/(3V)."""
    return 2 / 3 * (smeared_gas(N, V, sigma)[0] - cold_energy(N, V)) / V


def full_shift(a0, B, nu, sigma, slope=4.0):
    """Lattice shift from zero total pressure with a Murnaghan cold curve."""
    def total(a):
        cold = B / slope * ((a0 / a) ** (3 * slope) - 1)
        return cold + pressure_quadrature(nu, a**3, sigma)
    return brentq(total, a0, 1.01 * a0, xtol=1e-13) - a0


# Rough measured inputs for aluminium, and the smearing widths
nu = 12
a0 = 4.0 * ANG
B = 76 * GPA
V0 = a0**3
n = nu / V0
EF = fermi_energy(n)
D = 1.5 * nu / EF

# Plane-wave counting in a periodic unit box against V*kF^3/(3*pi^2)
radius = 30.5
m = np.arange(-31, 32)
m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
counted = 2 * np.count_nonzero(m2 <= radius**2)
predicted = (2 * np.pi * radius) ** 3 / (3 * np.pi**2)
assert abs(counted / predicted - 1) < 5e-3

# Cold energy and density of states from their definitions
kF = np.sqrt(2 * EF)
sea = V0 * quad(lambda k: k**4 / (2 * np.pi**2), 0, kF)[0]
assert abs(sea / cold_energy(nu, V0) - 1) < 1e-10
states = lambda e: V0 * (2 * e) ** 1.5 / (3 * np.pi**2)
D_numeric = (states(EF * 1.0001) - states(EF * 0.9999)) / (0.0002 * EF)
assert abs(D_numeric / D - 1) < 1e-6

# Entropy integral over the Fermi edge
def edge_entropy(x):
    return (expit(-x) * np.logaddexp(0, x)
            + expit(x) * np.logaddexp(0, -x))
entropy_integral = 2 * quad(edge_entropy, 0, 60)[0]
assert abs(entropy_integral - np.pi**2 / 3) < 1e-8

# Bulk modulus of the cold electron gas by second difference of its energy
h = 1e-3
gas_B = (cold_energy(nu, V0 * (1 + h)) - 2 * cold_energy(nu, V0)
         + cold_energy(nu, V0 * (1 - h))) / (h**2 * V0)
assert abs(gas_B / (2 / 3 * n * EF) - 1) < 1e-4
assert gas_B > 2 * B

print("Aluminium, free-electron model")
print(f"lattice constant a0 (rough input)       {a0/ANG:.1f} angstrom")
print(f"bulk modulus B (rough input)            {B/GPA:.0f} GPa")
print(f"valence electrons per cubic cell        {nu}")
print(f"electron density n                      {n*ANG**3:.4f} angstrom^-3")
print(f"Fermi energy EF                         {EF/EV:.3f} eV")
print(f"density of states D per cubic cell      {D*EV:.4f} eV^-1")
print(f"bulk modulus of electron gas alone      {gas_B/GPA:.1f} GPa")
print(f"entropy integral over x                 {entropy_integral:.6f}")

deviations = []
for sigma_ev in (0.1, 0.3):
    sigma = sigma_ev * EV
    P_s = pressure_formula(n, sigma)
    E, S, F = smeared_gas(nu, V0, sigma)

    # Entropy, and its link to the free energy
    assert abs(S / (np.pi**2 / 3 * D * sigma) - 1) < 5e-3
    d = 0.01 * sigma
    dF = (smeared_gas(nu, V0, sigma + d)[2]
          - smeared_gas(nu, V0, sigma - d)[2]) / (2 * d)
    assert abs(dF / (-S) - 1) < 1e-5

    # Leading-order free energy and internal energy
    E0 = cold_energy(nu, V0)
    quarter = np.pi**2 / 4 * nu * sigma**2 / EF
    assert abs((F - E0) / (-quarter) - 1) < 5e-3
    assert abs((E - E0) / quarter - 1) < 5e-3

    # Volume derivatives at fixed N and sigma, cold part removed
    h = 0.01
    excess = []
    for V in (V0 * (1 - h), V0 * (1 + h)):
        e, _, f = smeared_gas(nu, V, sigma)
        excess.append(np.array([f, e]) - cold_energy(nu, V))
    P_from_F, P_from_E = -(excess[1] - excess[0]) / (2 * h * V0)
    P_from_mean = 0.5 * (P_from_F + P_from_E)
    P_virial = pressure_quadrature(nu, V0, sigma)
    assert abs(P_from_F / P_s - 1) < 2e-3
    assert abs(P_from_E / P_s + 1) < 5e-3
    assert abs(P_from_mean / P_s) < 5e-3
    assert abs(P_from_F / P_virial - 1) < 1e-4
    deviations.append(P_virial / P_s - 1)

    # Linear lattice shift against the full nonlinear balance
    shift = a0 * P_s / (3 * B)
    compact = (3 * np.pi**2 * nu) ** (1 / 3) * sigma**2 / (27 * B)
    shift_full = full_shift(a0, B, nu, sigma)
    shift_other = full_shift(4.1 * ANG, B, nu, sigma)
    # second-order strain terms are about one percent at the larger width
    assert abs(shift_full / shift - 1) < 0.02
    assert abs(shift_full / compact - 1) < 0.02
    assert abs(shift_other / shift_full - 1) < 1e-3

    kelvin = sigma_ev * const.e / const.k
    print(f"--- smearing width sigma                {sigma_ev:.1f} eV")
    print(f"equivalent electron temperature         {kelvin:.0f} K")
    print(f"ratio sigma/EF                          {sigma/EF:.5f}")
    print(f"P_s from formula                        {P_s/GPA:.5f} GPa")
    print(f"P_s from -dF/dV by quadrature           {P_from_F/GPA:.5f} GPa")
    print(f"same from -dE/dV (wrong potential)      {P_from_E/GPA:.5f} GPa")
    print(f"same from (E+F)/2                       {P_from_mean/GPA:.6f} GPa")
    print(f"relative error of formula for P_s       {-deviations[-1]:.2e}")
    print(f"relative shift da/a0                    {shift/a0:.3e}")
    print(f"lattice shift da, linear formula        {shift/ANG:.6f} angstrom")
    print(f"lattice shift da, linear formula        {shift:.6f} bohr")
    print(f"lattice shift da, full balance          {shift_full/ANG:.6f} angstrom")
    print(f"full balance with a0 = 4.1 angstrom     {shift_other/ANG:.6f} angstrom")

# The error of the leading-order pressure must grow as sigma^2
error_ratio = deviations[1] / deviations[0]
assert abs(error_ratio - 9) < 0.3
print(f"error ratio, 0.3 eV to 0.1 eV           {error_ratio:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Aluminium, free-electron model
lattice constant a0 (rough input)       4.0 angstrom
bulk modulus B (rough input)            76 GPa
valence electrons per cubic cell        12
electron density n                      0.1875 angstrom^-3
Fermi energy EF                         11.946 eV
density of states D per cubic cell      1.5068 eV^-1
bulk modulus of electron gas alone      239.2 GPa
entropy integral over x                 3.289868
--- smearing width sigma                0.1 eV
equivalent electron temperature         1160 K
ratio sigma/EF                          0.00837
P_s from formula                        0.04137 GPa
P_s from -dF/dV by quadrature           0.04136 GPa
same from -dE/dV (wrong potential)      -0.04135 GPa
same from (E+F)/2                       0.000004 GPa
relative error of formula for P_s       1.04e-04
relative shift da/a0                    1.814e-04
lattice shift da, linear formula        0.000726 angstrom
lattice shift da, linear formula        0.001371 bohr
lattice shift da, full balance          0.000726 angstrom
full balance with a0 = 4.1 angstrom     0.000726 angstrom
--- smearing width sigma                0.3 eV
equivalent electron temperature         3481 K
ratio sigma/EF                          0.02511
P_s from formula                        0.37230 GPa
P_s from -dF/dV by quadrature           0.37196 GPa
same from -dE/dV (wrong potential)      -0.37126 GPa
same from (E+F)/2                       0.000350 GPa
relative error of formula for P_s       9.37e-04
relative shift da/a0                    1.633e-03
lattice shift da, linear formula        0.006532 angstrom
lattice shift da, linear formula        0.012343 bohr
lattice shift da, full balance          0.006585 angstrom
full balance with a0 = 4.1 angstrom     0.006583 angstrom
error ratio, 0.3 eV to 0.1 eV           9.027
ALL CHECKS PASSED
```
